# What a Richardson plot measures when the barrier depends on temperature

**The argument under review**

An imagined manuscript reports saturation current densities $J$ of a silicide contact on n-type (100) silicon between 250 and 350 K. The plot of $\ln(J/T^2)$ against $1/kT$ is straight. Its slope corresponds to 0.725 eV and its intercept to a Richardson constant of about 4490 A/cm²K². The manuscript then argues as follows.

1. The line is straight, so the barrier is constant over the window.
2. The barrier at the centre of the window, 300 K, is therefore 0.725 eV.
3. The constant read from the intercept is about 18 times the theoretical one, so the electrically active area must be 18 times the area assumed.

The measurements and the fit are not in dispute. The question is whether the three conclusions follow from them.

**The current for a given barrier**

Let $\phi(T)$ be the energy from the metal Fermi level up to the conduction-band edge at the interface. Energies are in eV and $k$ is in eV/K; $k_B$ denotes the same constant in J/K. Assume a uniform barrier, unit transmission, parabolic valleys, and $J$ extrapolated to zero bias. The saturation current is then the one-way equilibrium flux across the interface.

Since $\phi\gg kT$, a state of kinetic energy $\varepsilon$ has occupation $e^{-(\phi+\varepsilon)/kT}$. For one valley with masses $m_x,m_y,m_z$, with $x$ along the normal and two spin states,

$$J_{\rm valley}=\frac{2q}{(2\pi)^3}e^{-\phi/kT}\int_{k_x>0}\frac{\hbar k_x}{m_x}\,e^{-\varepsilon/kT}\,d^3k .$$

The $k_x$ integral gives $k_BT/\hbar$; the mass $m_x$ cancels. The other two are Gaussian and give $2\pi\sqrt{m_ym_z}\,k_BT/\hbar^2$ together. With $\hbar=h/2\pi$,

$$J_{\rm valley}=\frac{4\pi q\sqrt{m_ym_z}\,k_B^2}{h^3}\,T^2e^{-\phi/kT}.$$

On a (100) face, two valleys have their long axis along the normal and contribute $\sqrt{m_ym_z}=m_t$ each. The other four contribute $\sqrt{m_lm_t}$ each. With masses in units of $m_0$,

$$J=A^*T^2e^{-\phi(T)/kT},\qquad A^*=\frac{4\pi qm_0k_B^2}{h^3}\left(2m_t+4\sqrt{m_lm_t}\right).$$

For $m_l=0.92$ and $m_t=0.19$ the bracket is 2.052, so $A^*=120.2\times2.052=246.6$ A/cm²K². Nothing in this derivation requires $\phi$ to be the same at different temperatures.

**A linear barrier gives a straight line**

Suppose that $\phi(T)=\phi_0-\alpha T$ over the window. Then

$$\ln\frac{J}{T^2}=\ln A^*-\frac{\phi_0-\alpha T}{kT}
=\left(\ln A^*+\frac{\alpha}{k}\right)-\frac{\phi_0}{kT}.$$

The temperature in $\alpha T$ cancels the temperature in the denominator, which leaves a constant. The plot is straight, with

$$E_{\rm slope}=\phi_0=\phi(T)+\alpha T,\qquad A_{\rm app}=A^*e^{\alpha/k}.$$

The first conclusion therefore fails: straightness is compatible with any $\alpha$. The two descriptions $(\phi_0-\alpha T,\,A^*)$ and $(\phi_0,\,A^*e^{\alpha/k})$ give the same current at every temperature, so better statistics on this plot cannot separate them.

For a barrier that rises on heating, $\alpha<0$: the slope lies below the actual barrier and the apparent constant is too small. The manuscript's reading is right for $\alpha=0$.

**The manuscript's numbers**

The reported line is reproduced by a model contact with $\phi(300\,{\rm K})=0.65$ eV and $\alpha=0.25$ meV/K. Integrating the flux numerically, with Fermi instead of Boltzmann occupation, gives:

| $T$ (K) | $\phi$ (eV) | $J$ (A/cm²) | $1/kT$ (1/eV) | $\ln(J/T^2)$ |
|---|---|---|---|---|
| 250 | 0.6625 | $6.80\times10^{-7}$ | 46.418 | −25.2440 |
| 300 | 0.6500 | $2.67\times10^{-4}$ | 38.682 | −19.6352 |
| 350 | 0.6375 | $2.00\times10^{-2}$ | 33.156 | −15.6289 |

The logarithm uses $J$ in A/cm² and $T$ in K. The end points give

$$E_{\rm slope}=\frac{-15.6289+25.2440}{46.418-33.156}=0.725\ {\rm eV},$$

which is 75 meV above the barrier at 300 K and outside the range that the barrier covers in the window. The intercept is $-15.6289+0.7250\times33.156=8.409$, so $A_{\rm app}\approx4490$ A/cm²K². The ratio to $A^*$ is $e^{0.250/0.08617}=e^{2.901}=18.2$.

This explains the third conclusion's factor without any hidden area. An area error by a factor $c$ would also multiply $J$ by a constant, just as $\alpha=k\ln c$ does. The plot cannot tell the two apart, so the area has to be measured independently.

The two fitted numbers belong together. If 0.725 eV is combined with the true $A^*$, the predicted current at 300 K is $2.67\times10^{-4}/18.2=1.5\times10^{-5}$ A/cm². It is too small by the same factor at every temperature.

**The general rule**

For any smooth barrier, set $x=1/kT$ and $y=\ln(J/T^2)=\ln A^*-x\phi$. Since $T=1/(kx)$, $dT/dx=-1/(kx^2)$ and $x\,dT/dx=-T$. Hence, with $\phi'=d\phi/dT$,

$$E\equiv-\frac{dy}{dx}=\phi+x\phi'\frac{dT}{dx}=\phi-T\phi'.$$

The tangent meets $x=0$ at

$$y+Ex=\ln A^*-x\phi+x\phi-xT\phi'=\ln A^*-\frac{\phi'}{k}.$$

The slope gives the barrier at the measurement temperature only where $\phi'=0$. The relation has the Gibbs–Helmholtz form: $\phi$ acts as a free energy, $-\phi'$ as an entropy and $E$ as an enthalpy. The current is governed by the first, and its temperature derivative returns the last.

**Is 0.725 eV at least the barrier at zero temperature?**

It is the linear law continued to $T=0$, which need not be the barrier there. Suppose that the interface Fermi level is fixed relative to the valence band, so that $\phi$ follows the silicon gap. With the Varshni form,

$$\phi(T)=\phi(0)-\frac{aT^2}{T+b},\qquad \phi'=-\frac{aT(T+2b)}{(T+b)^2}.$$

Substitution into $E=\phi-T\phi'$ gives

$$E=\phi(0)+\frac{aT^2\left[-(T+b)+(T+2b)\right]}{(T+b)^2}=\phi(0)+\frac{abT^2}{(T+b)^2}.$$

The excess over $\phi(0)$ vanishes as $T\to0$ and grows with $T$. For $a=0.473$ meV/K and $b=636$ K it is 31 meV at 300 K. This value and the fitted slopes below depend on the gap parametrization and can move by about 5 meV with another fit. Keeping $\phi(300\,{\rm K})=0.65$ eV, the true zero-temperature barrier is 0.6955 eV, whereas a fit over 250–350 K gives 0.726 eV. A fit over 150–200 K, still assuming pure emission, gives 0.709 eV and about 2020 A/cm²K². Cooling brings the slope closer to $\phi(0)$, but the constant in that window is still eight times $A^*$.

As an interpolation the warm fit serves well if its two parameters are kept together. Extended to 400 K, it gives a current 6% below that of the Varshni barrier.

The size of the effect depends on where the interface level is fixed. If the barrier takes up only a fraction $c$ of the gap's change, $\alpha$ is multiplied by $c$. For $c=1/2$ the linear example would give an error of 37.5 meV at 300 K and a constant too large by $\sqrt{18.2}=4.3$. For $c=0$ both errors vanish.

**How the barrier at 300 K can be obtained**

If $A^*$ and the area are known, the current can be inverted at each temperature:

$$\phi(T)=kT\ln\frac{A^*T^2}{J}.$$

At 300 K this is $(5.508+19.635)/38.682=0.650$ eV. The method has its own weakness. If a constant fraction $t$ of the electrons is transmitted and this is overlooked, $J$ is multiplied by $t$, and the inferred barrier is $\phi-kT\ln t$. For $t=0.5$ it becomes 0.668 eV at 300 K, and the inferred coefficient falls to $\alpha+k\ln t=0.19$ meV/K. The Richardson slope is unaffected by a constant $t$, but the constant read from the intercept is multiplied by it.

**Real contacts**

The barrier and $\alpha$ are rough typical values for a silicide on n-type silicon, and $t=0.5$ is a rough allowance for backscattering and reflection. Degeneracy is negligible: the interface occupation at 350 K is below $10^{-8}$, even with the image-force lowering described below. Other neglected effects matter more. They can be absorbed in $\phi_{\rm eff}=-kT\ln[J/(A^*T^2)]$, to which the general rule applies unchanged. Take a doping of $N=10^{16}$ cm⁻³. The band bending is $V=\phi-kT\ln(N_c/N)=0.445$ eV, where $N_c$ is the effective density of states. Integrating Poisson's equation once, with the mobile electrons included, gives the interface field $F=\sqrt{2qN(V-kT)/\epsilon}=0.036$ MV/cm, with $V$ and $kT$ read in volts and $\epsilon$ the permittivity of silicon.

- **Image force.** With $x$ now the distance from the metal, the energy $-q/(16\pi\epsilon x)-Fx$ is largest where its two terms are equal. This lowers the barrier by $\sqrt{qF/4\pi\epsilon}=21$ meV at 300 K.
- **Tunnelling.** At depth $u$ below a sharp triangular top, the WKB transmission is $\exp[-4\sqrt{2m_tm_0q}\,u^{3/2}/(3\hbar F)]$. It is weighted by $e^{u/kT}$ and integrated over $u$. The light mass is used for all valleys, which overstates the two heavy ones.
- **Supply.** Electrons cross the interface at $v_R=A^*T^2/(qN_c)$ and arrive at about $v_D=\mu F$. Equating the two net currents multiplies $J$ by $1/(1+v_R/v_D)$. The rough mobility $\mu$ is 1200 cm²/Vs at 300 K and varies as $T^{-2.2}$. At 300 K this $v_D$ is $4.3\times10^7$ cm/s, above the thermal speed of the electrons, so it is not a literal arrival speed and the drift–diffusion factor is only a rough estimate. It also assumes the sharp top; for the image-rounded top the factor is about 0.87 and the slope shift about −10 meV.
- **Barrier spread.** Averaging $e^{-\delta/kT}$ over a Gaussian of width $\sigma=20$ meV gives $e^{\sigma^2/2(kT)^2}$.

| Effect | Factor in $J$, 300 K | Shift of slope (meV) |
|---|---|---|
| image force | 2.3 | −25 |
| tunnelling, sharp top only | 1.5 | −16 |
| supply | 0.90 | −8 |
| spread | 1.35 | −16 |

The tunnelling row must not simply be multiplied with the image-force row. The image force rounds the top: at a depth $kT$ below it, the barrier is about 12 nm thick instead of 7 nm, which weakens tunnelling. If the top is treated as a parabola, the current gained by tunnelling below it is largely cancelled by quantum reflection above it, and $J$ at 300 K rises by only a few per cent. On the metal side, however, the image well is narrower than an electron wavelength and reflects as well. In one-dimensional effective-mass models the net factor in $J$ lies between about 0.4 and 1, depending on how the metal is represented, while the slope moves by no more than about 6 meV either way. This acts much like the constant $t$ above. Tunnelling and reflection are left out of the combined estimate, which therefore assumes unit transmission. (The "all four" lines of the output include the sharp-top factor and so overstate the combined effect.)

With the other three factors the slope is about 0.676 eV. The +75 meV from $\alpha$ is partly offset by −49 meV from these effects, which brings the slope nearer to the bare 0.65 eV but does not rescue the manuscript's reading. The effective barrier that sets the current at 300 K is now about 0.624 eV, and the slope exceeds it by about 50 meV. The apparent constant, about 1800 A/cm²K², is still seven times $A^*$. A constant transmission $t=0.5$ would leave the slope unchanged and raise the effective barrier to about 0.642 eV. The excess would fall to about 34 meV and the constant to about 900 A/cm²K², still between three and four times $A^*$.

**Recommendation**

The manuscript should report 0.725 eV as an activation energy, together with its fitted constant. To obtain the barrier at 300 K from these currents, it needs an independent area and Richardson constant, with the transmission stated. The claim of a larger active area should be withdrawn unless a separate measurement supports it. The numerical output below gives most of the values used here; the barrier widths, the quantum-transmission range, the rounded-top supply factor and the three-factor combination are not part of it.

## Table of computed values

```
valley masses m_l, m_t: 0.92, 0.19 m0
k: 0.08617 meV/K; kT at 300 K: 25.85 meV
free-electron Richardson constant: 120.2 A/cm2K2
true constant A*, (100) Si: 246.6 A/cm2K2
alpha: 0.250 meV/K; alpha/k: 2.901
T (K), barrier (eV), J (A/cm2), 1/kT (1/eV), ln(J/T^2):
  250  0.6625  6.800e-07  46.418  -25.2440
  300  0.6500  2.672e-04  38.682  -19.6352
  350  0.6375  1.998e-02  33.156  -15.6289
phi0 from linear law: 0.7250 eV
Richardson slope barrier: 0.7250 eV
slope minus barrier at 300 K: 75.0 meV
Richardson apparent constant: 4488 A/cm2K2
apparent/true constant: 18.19
largest residual of ln(J/T^2) from line: 8.7e-11
true J / J from slope with true A*: 18.19
recovered barrier at 300 K, known A*: 0.6500 eV
transmission 0.5: recovered barrier 0.6679 eV
transmission 0.5: inferred alpha 0.190 meV/K
Varshni a, b: 0.473 meV/K, 636 K
Varshni -dphi/dT at 300 K: 0.2546 meV/K
Varshni true barrier at 0 K: 0.6955 eV
Varshni tangent barrier at 300 K: 0.7264 eV
tangent excess over true 0 K barrier: 30.9 meV
Varshni fit 250-350 K: 0.7257 eV, 4643 A/cm2K2
Varshni fit 150-200 K: 0.7092 eV, 2017 A/cm2K2
400 K: warm-fit J / Varshni J: 0.942
doping: 1e+16 cm^-3; Nc at 300 K: 2.74e+19 cm^-3
band bending at 300 K: 0.445 eV; field: 0.0360 MV/cm
image lowering at 300 K: 21.1 meV
mobility at 300 K: 1200 cm2/Vs, power of T: -2.2
emission, diffusion velocity at 300 K: 5.05e+06, 4.32e+07 cm/s
barrier spread: 20 meV
effect: J factor at 300 K, slope shift (meV), constant factor:
  image force: 2.258, -25.3, 0.847
  tunnelling (WKB): 1.547, -15.9, 0.837
  diffusion supply: 0.895, -8.2, 0.648
  barrier spread: 1.349, -15.9, 0.733
all four: slope barrier 0.6597 eV, constant 1510 A/cm2K2
all four: effective barrier at 300 K 0.6128 eV
all four: slope minus effective: 46.9 meV
interface occupation exp(-phi/kT), 350 K: 6.6e-10
```
